# Time-Marching Copper Plating on a Resistive 300 mm Wafer Seed

## The terminal effect as a moving boundary problem

A wafer to be plated with copper carries a thin metal seed, and electrical contact is made at its rim. Current deposited near the centre must travel through the seed to reach the contact. The resulting voltage drop favours deposition at the edge. The deposit thickens the conductor, however, and so weakens the cause of its own non-uniformity. The questions are how fast the current levels, whether the deposit levels with it, and how accurately a time march reproduces both.

Take a disc of radius $R$ with a continuous contact ring at $r=R$ and a seed of uniform thickness $h_0$. The area-mean current density $i_m$ is held fixed. Deposition current is positive. The metal has constant resistivity $\rho$, so its local sheet conductance is $G=h/\rho$ and its sheet resistance is $\rho/h$. All deposited charge forms metal, and the potential and ion concentration adjust quickly compared with the growth.

## Local polarization

A resistive plate and a thin electrolyte gap lie between the wafer and an equipotential source. If current crosses them only perpendicular to the wafer, they act as a series area resistance $\rho_e$. Let $V$ be the source potential minus the metal potential, less the equilibrium difference. Then

$$V=\eta+\rho_e i,$$

where $\eta$ is the overpotential at the surface, measured from equilibrium at the bulk ion concentration.

Copper ions reach the surface through a stagnant layer of thickness $\delta$. With bulk and surface concentrations $c_b$ and $c_s$, diffusivity $D$ and two electrons per ion,

$$i=\frac{2FD(c_b-c_s)}{\delta},\qquad i_L=\frac{2FDc_b}{\delta},\qquad \frac{c_s}{c_b}=1-\frac{i}{i_L}.$$

The deposition rate is taken proportional to $c_s$. With $f=F/(R_gT)$, $E=e^{\alpha f\eta}$ and $B=e^{-(2-\alpha)f\eta}$, the Butler–Volmer law is

$$i=i_0\left[\left(1-\frac{i}{i_L}\right)E-B\right].$$

Collecting the terms in $i$ gives an explicit formula, with $\epsilon=i_0/i_L$:

$$i=\frac{i_0(E-B)}{1+\epsilon E}.$$

For the slope, use $E'=\alpha fE$ and $B'=-(2-\alpha)fB$. The numerator of the quotient rule, divided by $i_0f$, is

$$[\alpha E+(2-\alpha)B](1+\epsilon E)-\epsilon\alpha E(E-B).$$

The terms in $E^2$ cancel, and those in $EB$ add to $2\epsilon EB$. Hence

$$\frac{di}{d\eta}=i_0f\,\frac{\alpha E+(2-\alpha)B+2\epsilon EB}{(1+\epsilon E)^2}>0.$$

Since $dV/d\eta=1+\rho_e\,di/d\eta$, it follows that

$$0<\frac{di}{dV}=\frac{di/d\eta}{1+\rho_e\,di/d\eta}<\frac1{\rho_e}.$$

Current therefore rises with voltage, but never faster than the series resistance permits. A steady state requires $i_m<i_L$.

## Film balance and growth

The outward current per unit length in the metal is $K=G\,dV/dr$, because $V$ contains minus the metal potential. The current gained across an annulus is $d(2\pi rK)=2\pi r\,i\,dr$, so

$$\frac{d}{dr}\left(rG\frac{dV}{dr}\right)=r\,i(V),\qquad V'(0)=0,\qquad G V'(R)=\frac{i_mR}{2}.$$

The last condition expresses the total current $\pi R^2i_m$ divided by the circumference. Faraday's law, with molar mass $M$ and mass density $d$, gives

$$\frac{\partial h}{\partial t}=\frac{M}{2Fd}\,i(r,t).$$

Its area average is constant, so the mean thickness $h_m=h_0+Mi_mt/(2Fd)$ can replace time as the clock:

$$\frac{\partial h}{\partial h_m}=\frac{i}{i_m}.$$

## The algorithm

Place nodes at $r_j=j\Delta$, including centre and edge, and bound the cells by the midpoints between nodes. Integrating the film balance over cell $j$ gives

$$g_{j+1/2}(V_{j+1}-V_j)-g_{j-1/2}(V_j-V_{j-1})-w_ji_j=0,$$

$$g_{j+1/2}=\frac{r_{j+1/2}}{\Delta}\,\frac{G_j+G_{j+1}}2,\qquad w_j=\frac{r_{j+1/2}^2-r_{j-1/2}^2}{2}.$$

The centre cell has no inner flux. In the edge cell the outer flux is the prescribed value $i_mR^2/2$. Summing the equations cancels every internal flux and leaves $\sum_jw_ji_j=i_mR^2/2$, so the scheme conserves charge.

The unknown is $\eta_j$, since both $V$ and $i$ are explicit in it. If $A$ is the matrix of the flux differences, Newton's correction $s$ solves

$$\left[A\,\mathrm{diag}\!\left(\frac{dV}{d\eta}\right)-\mathrm{diag}\!\left(w\frac{di}{d\eta}\right)\right]s=-\text{residual}.$$

Corrections are limited to 0.03 V per iteration, because the kinetics are exponential.

One step of the march from $h_m$ to $h_m+\Delta h_m$ is then:

1. Solve for the current with the present $G_j=h_j/\rho$, and set $k_1=i/i_m$.
2. Form the trial thickness $h+k_1\Delta h_m$, update every local sheet resistance, solve again, and set $k_2=i/i_m$.
3. Accept $h+\tfrac12(k_1+k_2)\Delta h_m$ and update the sheet resistance once more.

This is Heun's method, with global error of second order in the step.

## Why the current ratio must fall

Let $q=i(R)/i(0)$. If $V(0)$ were negative, the integrated balance $rGV'=\int_0^r r'i\,dr'$ would make $V$ decrease outward, and the total current would be negative. If $V(0)$ were zero, $V$ would vanish everywhere. Both contradict $i_m>0$. Hence $V(0)>0$, the current is positive and increases outward, and $q>1$.

Now compare two films carrying the same total current, with conductances $G$ and $G+\delta G$, where $\delta G>0$. Let the voltage change from $V$ to $V+W$. Subtracting the two balances gives

$$\frac{d(rJ)}{dr}=r\,kW,\qquad J=(G+\delta G)W'+\delta G\,V',$$

where $k=[i(V+W)-i(V)]/W>0$. The edge flux is the same in both films, so $J(R)=0$. Rearranged,

$$W'=\frac{J-\delta G\,V'}{G+\delta G},\qquad V'>0\ \text{ for } r>0.$$

Suppose $W(0)<0$. Then $J<0$ and $W'<0$ as long as $W$ is negative, so $W$ stays negative out to the edge and $J(R)<0$, a contradiction. If $W(0)=0$, the term $-\delta G\,V'$ dominates near the centre, since $J$ there is proportional to the still vanishing $W$. This drives $W$ negative and gives the same contradiction. Therefore $W(0)>0$.

Suppose instead $W(R)>0$. Moving inward from the edge, $rJ=-\int_r^R r'kW\,dr'<0$, so $W'<0$ and $W$ grows inward. It is then positive everywhere, and $J(R)>0$, again a contradiction. If $W(R)=0$, then $W'(R)<0$ makes $W$ positive just inside the edge, and the same argument applies. Therefore $W(R)<0$.

During plating every point thickens. The centre current thus rises, the edge current falls, and $q$ decreases strictly. The proof needs fixed total current, but neither a uniform seed nor linear kinetics. The inequality was also tested on 30 irregular films, with log-normal thickness of median 80 nm and logarithmic standard deviation 0.5. Up to 60 nm of metal was added at randomly chosen nodes, about 30% of them. In each case the centre current rose and the edge current fell.

## Why the limit is one

A decreasing ratio could still stop above one. To exclude this, note that current increases outward, so the mean within any radius is at most $i_m$, and a film grown on a uniform seed is thinnest at its centre. Thus

$$V(R)-V(0)=\int_0^R\frac{\rho}{hr}\left(\int_0^r r'i\,dr'\right)dr\le\int_0^R\frac{\rho i_mr}{2h(0,t)}dr=\frac{\rho i_mR^2}{4h(0,t)}.$$

It remains to show that the centre keeps growing. Since $\eta>0$, $i\le V/\rho_e$, and $h\ge h_0$. Writing $\lambda_e^2=h_0\rho_e/\rho$,

$$V(r)\le V(0)+\frac1{\lambda_e^2}\int_0^r\frac{dr'}{r'}\int_0^{r'}r''V(r'')\,dr''.$$

Insert this inequality into itself repeatedly. Each double integration turns $r^{2k}$ into $r^{2k+2}/(2k+2)^2$, so

$$V(r)\le V(0)\sum_{k=0}^{\infty}\frac{(r/2\lambda_e)^{2k}}{(k!)^2}=V(0)\,I_0(r/\lambda_e),$$

where $I_0$ is the modified Bessel function. The edge current is at least the mean, so $V(R)\ge V(i_m)$ and

$$V(0)\ge\frac{V(i_m)}{I_0(R/\lambda_e)}.$$

This lower bound does not depend on time. It sets a minimum centre current $i_{\min}>0$, and the centre thickness grows without limit. Because $di/dV<1/\rho_e$,

$$q-1\le\frac{V(R)-V(0)}{\rho_e i_{\min}}\le\frac{\rho i_mR^2}{4\rho_ei_{\min}h(0,t)}\longrightarrow0.$$

## The late-time law and its error

Let $\rho_d=dV/di$ at $i_m$, and define

$$h_*=\frac{\rho R^2}{4\rho_d},\qquad x=\frac{h_*}{h_m},\qquad s=\frac{r^2}{R^2}.$$

For nearly uniform current, integrating $V'=\rho i_mr/(2h_m)$ and requiring zero mean change of current gives

$$\frac{\delta i}{i_m}=x\left(s-\tfrac12\right).$$

The edge-to-centre difference is $x$ at first order. At the next order, this redistribution changes the enclosed current by

$$\int_0^r r'\delta i\,dr'=\frac{i_mR^2x}{2}\int_0^s\left(s'-\tfrac12\right)ds'=\frac{i_mR^2x}{4}(s^2-s).$$

Since $dr/r=ds/(2s)$, the voltage drop changes by

$$\frac{\rho}{h_m}\frac{i_mR^2x}{4}\int_0^1\frac{s-1}{2}\,ds=-\frac x4\,\frac{\rho i_mR^2}{4h_m}.$$

Two other possible corrections vanish at this order. A thickness deviation $\delta h$ enters through $\int r\,\delta h\,dr$, which is zero by definition of the mean. Curvature of $i(V)$ contributes equally at edge and centre, whose first-order voltage deviations are equal and opposite. Hence $[i(R)-i(0)]/i_m=x-x^2/4$. Dividing by $i(0)/i_m=1-x/2$ yields

$$q=1+x+\frac{x^2}{4}+\cdots .$$

The omitted terms are of third order in $x$, apart from logarithms of $h_m$ introduced by $\delta h$.

The thickness difference $\Delta h=h(R)-h(0)$ behaves differently. From the growth law,

$$\frac{d\Delta h}{dh_m}=\frac{h_*}{h_m}-\frac{h_*^2}{4h_m^2}+\cdots,\qquad \Delta h=h_*\ln h_m+C+\frac{h_*^2}{4h_m}+\cdots .$$

Here $C$ absorbs the early history and the unit of $h_m$. The current levels, while the absolute thickness difference grows logarithmically. Only the relative difference $\Delta h/h_m$ tends to zero.

## A 300 mm wafer

The example uses $h_0=50$ nm, $\rho=2.0$ µΩ cm and $i_m=10$ mA/cm², a total of 7.07 A. The initial sheet resistance is 0.40 Ω/sq. The plate contributes 12 Ω cm² and the gap 3 Ω cm². The kinetic parameters are $i_0=1$ mA/cm² and $\alpha=0.5$ at 298 K. With $D=5\times10^{-6}$ cm²/s, $c_b=0.63$ mol/L and $\delta=50$ µm,

$$i_L=\frac{2(96485)(5\times10^{-6})(6.3\times10^{-4})}{5\times10^{-3}}=0.122\ \text{A/cm}^2.$$

At the mean current, $\rho_d=20.6$ Ω cm², of which 15 Ω cm² is series resistance and the rest belongs to the surface. Therefore

$$h_*=\frac{(2.0\times10^{-6})(15)^2}{4(20.6)}=5.46\times10^{-6}\ \text{cm}=54.6\ \text{nm}.$$

With $M=63.55$ g/mol and $d=8.93$ g/cm³, the mean growth rate is 3.69 nm/s. The march gives:

| $h_m$ (nm) | $t$ (s) | $i(0),\,i(R)$ (mA/cm²) | $q$ | $\Delta h$ (nm) |
|---|---|---|---|---|
| 50 | 0 | 6.18, 14.82 | 2.398 | 0 |
| 100 | 14 | 7.63, 12.43 | 1.628 | 32 |
| 200 | 41 | 8.69, 11.25 | 1.295 | 66 |
| 500 | 122 | 9.45, 10.52 | 1.113 | 114 |
| 1000 | 258 | 9.73, 10.27 | 1.0555 | 151 |

The ratio reaches 1.1 after 139 s, at a mean thickness of 562 nm. At 1000 nm the currents differ by about 5% of the mean, but the thicknesses still differ by 15%, because the deposit retains its early history.

At 1000 nm, $x=0.0546$, and the late-time formula gives $1+0.0546+0.0007=1.055$, close to the march. At the start $x=1.09$ is not small, yet the formula gives 2.39 against 2.398. The reason is that its three terms begin the series $I_0(2\sqrt x)=1+x+x^2/4+x^3/36+\cdots$, the exact ratio for a uniform film with linear polarization given below, which converges rapidly. That series sums to 2.43 here, and the curvature of $i(V)$ lowers the result to 2.398.

The voltage drop across the film falls from 178.5 to 11.1 mV. The bound derived above is 225 mV at the start and 12.2 mV at the end. It replaces the enclosed mean current by $i_m$ and the local thickness by that at the centre. On the uniform seed only the first replacement costs anything, and the bound is 1.26 times the drop. At 100 nm the uneven deposit has raised this factor to 1.33. It then falls to about 1.1 at 1000 nm, as both the current and the relative thickness become more uniform.

Local updating matters little for the ratio itself. Films of uniform thickness 100 and 200 nm give 1.622 and 1.292, against 1.628 and 1.295 for the grown profiles. This agrees with the cancellation of $\delta h$ at second order. The local update is nevertheless what records the thickness profile.

## Error analysis of the march

**Radial error.** The difference quotient at a cell face differs from $V'$ by $\Delta^2V'''/24$, and averaging $G$ adds an error $\Delta^2G''/8$. In an interior cell the centroid lies $\Delta^2/(12r_j)$ outside the node, so using the nodal current is also a second-order approximation. At the edge the centroid offset is about $\Delta/4$, but the cell weight is only about $R\Delta/2$. The resulting flux error, $R\Delta^2|i'|/8$, is again second order.

A uniform film with linear polarization provides an analytic comparison. For $i=V/\rho_d$ the regular solution is $V\propto I_0(r/\lambda)$ with $\lambda^2=h\rho_d/\rho$, so $q=I_0(R/\lambda)$. At 50 nm this gives 2.4295, and the solver with 120 intervals gives 2.4294. For the nonlinear problem, using 60 intervals changes the initial ratio by less than 0.1%.

A separate test uses the non-uniform film at $h_m=200$ nm. The radial equation is integrated outward from the computed centre overpotential by an adaptive method. It returns a mean current of 10.000 mA/cm² and a ratio of 1.2949, equal to the finite-volume value at the digits shown.

**Time error.** The march takes 40 steps, equally spaced in $\ln h_m$, between successive rows of the table. Doubling the number from 20 to 40 changes the final centre thickness by 0.013 nm. For a second-order method the remaining error is about one third of this change, or 0.004 nm. This is an estimate of the stepping error alone, far below the uncertainty of the physical parameters.

**Late-time error.** Continuing the calculation to 10 and 100 µm tests the asymptotic law, rather than a practical process. The scaled quantity $(q-1)h_m/h_*$ should equal $1+x/4$. The predictions are 1.0014 and 1.0001, and the march gives the same values.

Over this decade $\Delta h$ grows from 276.6 to 402.3 nm, and the increase divided by $h_*\ln10$ is 1.0000. Both thicknesses are about 0.1 nm high from stepping error, and with the step converged the quotient is 0.9995. Part of this close agreement is cancellation. The second-order term lowers the increase by

$$\frac{h_*}{4\ln10}\left(\frac1{10^4\ \text{nm}}-\frac1{10^5\ \text{nm}}\right)=0.053\%.$$

Heun's method, applied to the leading rate $h_*/h_m$ over a logarithmic step $\theta$, gives an increment

$$h_*\,(e^\theta-1)\,\frac{1+e^{-\theta}}2=h_*\sinh\theta\approx h_*\theta\left(1+\frac{\theta^2}{6}\right).$$

With $\theta=\ln10/40=0.0576$, the numerical excess is 0.055%, almost equal and opposite. Four matching digits therefore do not mean that each error is below the fourth digit.

## What the model leaves out

The parameters are rough values for plating with a resistive plate near the wafer. Seeds of tens of nanometres and currents of order 10 mA/cm² are in the practical range. Real baths contain additives that alter the kinetics, copper ions also move by migration in a bath with little acid, as a conductivity of 0.10 S/cm implies, and real wafers have patterned surfaces, separate contacts and some seed dissolution. None of these is sized here.

Of the effects sized below, electron scattering at the film surfaces changes the initial ratio most. For diffuse scattering, an electron leaving a surface at direction cosine $\mu$ lacks its full drift over an effective depth $\ell\mu$, where $\ell$ is the mean free path. Weighting by the in-plane current factor $\tfrac34(1-\mu^2)$ gives a lost thickness per surface of

$$\int_0^1\tfrac34(1-\mu^2)\,\ell\mu\,d\mu=\frac{3\ell}{16}.$$

Two surfaces remove $3\ell/8$, equivalent to leading order to multiplying $\rho$ by $1+3\ell/(8h)$. With $\ell=39$ nm this formula gives a 29% increase at 50 nm, and the initial ratio rises from 2.40 to 2.93. The seed is only 1.3 mean free paths thick, however, so the leading-order formula understates the effect there: the full diffuse-scattering expression gives 36% and a ratio of 3.05. On the other hand, 39 nm belongs to copper of about 1.7 µΩ cm. Since $\rho\ell$ is fixed, 2.0 µΩ cm corresponds to about 33 nm, for which the full expression gives 30% and 2.94. Grain-boundary scattering, which raises the resistivity of real seeds further, is not included. At 1000 nm the ratios with and without scattering differ by less than 0.001. Since $G$ still increases with $h$, the monotonicity proof is unaffected.

Sideways conduction in the 3 mm electrolyte gap, at 0.10 S/cm, also raises the initial ratio. A simple estimate places all of the gap's sideways conductance in a single sheet at the plate and gives 2.55. It understates the effect, because the potential varies more strongly along the gap near the wafer than near the plate. The direction follows from the limit of a perfectly conducting gap. Current from the whole plate could then redistribute freely before reaching the wafer, and the plate's 12 Ω cm² would no longer oppose local excess current.

Depletion has a smaller influence. The initial edge current is 12% of $i_L$, and removing the limit raises the ratio to 2.44. After a change of current, the slowest diffusion mode has zero perturbation at the outer boundary and zero perturbed flux at the wafer. Its decay time is $4\delta^2/(\pi^2D)=2.0$ s, compared with 13.6 s for the mean thickness to double. The steady-layer assumption is therefore weakest at the start.

Heating by the film current and the surface reaction is slight. The film current at the edge, $i_mR/2=0.075$ A/cm, dissipates 2.3 mW/cm². Including the surface reaction loss gives 4.4 mW/cm². Across a 0.5 mm water layer of conductivity 0.006 W/(cm K), this corresponds to 0.04 K. Heat released in the electrolyte gap and the plate is not included.

A change of $i_m$ during plating changes $\rho_d$ and can interrupt the monotonic fall. The result then applies separately within each interval of constant current. The numerical output below gives the remaining digits.

## Numbers as computed

```
wafer radius 150 mm, seed 50 nm
resistivity 2.00 uohm cm
initial sheet resistance 0.400 ohm/sq
mean current density 10.0 mA/cm2
total current 7.069 A
exchange current density 1.0 mA/cm2, alpha 0.5
temperature 298.15 K
plate 12.0, gap 3.0, sum 15.0 ohm cm2
gap 3.0 mm, electrolyte 0.10 S/cm
diffusivity 5.0e-06 cm2/s, layer 50 um
copper ion concentration 0.63 mol/L
molar mass 63.55 g/mol, density 8.93 g/cm3
limiting current density 121.6 mA/cm2
mean growth rate 3.688 nm/s
overpotential at mean current 0.1227 V
driving voltage at mean current 0.2727 V
differential area resistance 20.60 ohm cm2
characteristic thickness h_star 54.62 nm
linear uniform film: Bessel ratio 2.4295, solver 2.4294
mean nm | time s | i centre, edge mA/cm2 | ratio | 1+h_star/mean
50 | 0.0 | 6.181, 14.820 | 2.3976 | 2.0924
100 | 13.6 | 7.632, 12.427 | 1.6282 | 1.5462
200 | 40.7 | 8.691, 11.254 | 1.2949 | 1.2731
500 | 122.0 | 9.454, 10.520 | 1.1128 | 1.1092
1000 | 257.6 | 9.725, 10.265 | 1.0555 | 1.0546
mean nm | h centre, edge, difference nm | V drop, bound mV
50 | 50.0, 50.0, 0.0 | 178.5, 225.0
100 | 85.1, 116.7, 31.6 | 99.2, 132.2
200 | 167.7, 233.8, 66.1 | 52.9, 67.1
500 | 443.0, 557.2, 114.2 | 22.0, 25.4
1000 | 924.0, 1075.4, 151.4 | 11.1, 12.2
ratio 1.1 reached at mean 562 nm, time 139 s
initial centre voltage 0.1890 V, lower bound 0.0862 V
shooting at 200 nm: ratio 1.2949, mean current 10.0000 mA/cm2
(ratio-1)*mean/h_star at 10 um 1.0014, at 100 um 1.0001
thickness difference at 10 um 276.6 nm, at 100 um 402.3 nm
its growth over h_star*ln(10): 1.0000
centre thickness change on halving step 0.0127 nm
uniform-film ratio at 100 nm 1.6216, at 200 nm 1.2918
scattering, free path 39 nm: initial ratio 2.9250, at 1000 nm 1.0563
initial ratio with sideways gap conduction 2.5490
initial ratio without depletion 2.4365
initial edge current over limit 0.122
edge heat 4.40 mW/cm2, warming 0.037 K (water layer 0.5 mm)
diffusion settling 2.03 s, seed doubling 13.6 s
```
